\section*{Stable Evaluation of the Intermediate Coverage in Two-Step Ligand Loss}

\section{A removable singularity that the computer does not remove}

A surface site holding two ligands loses them one after the other during a reactant pulse, with rate constants $k_1$ and $k_2$. For unequal rates, the fraction of sites holding one ligand can be written with a difference of two exponentials divided by $k_2-k_1$. Suppose the two rates cross at 473 K as the temperature is swept. In single precision, for the water pulse treated below, this expression gives $0/0$ at the crossing. At 473.001 K it returns a number, but its relative error exceeds 5\% at some times between 10 and 200 ms. The coverage itself is smooth through the crossing; the fault lies in the arithmetic.

\section{The coverage and its two closed forms}

Let $A$, $B$ and $C$ be the fractions of sites with two, one and no ligands. We assume irreversible losses, identical and independent sites, and constant rates $k_1,k_2>0$, which requires constant temperature and reactant pressure. All sites start with two ligands:
\begin{align}
\dot A&=-k_1A, & A(0)&=1,\\
\dot B&=k_1A-k_2B, & B(0)&=0,
\label{eq:rates}
\end{align}
and $C=1-A-B$. The first equation gives $A=e^{-k_1t}$. Multiplying the second by $e^{k_2t}$ turns its left side and loss term into one derivative:
\begin{equation}
\frac{d}{dt}\left(Be^{k_2t}\right)=(\dot B+k_2B)e^{k_2t}
=k_1e^{(k_2-k_1)t}.
\end{equation}
Integrating from $0$ to $t$, with $B(0)=0$, and multiplying by $e^{-k_2t}$ gives
\begin{equation}
B(t)=k_1\int_0^t e^{-k_1r}e^{-k_2(t-r)}\,dr .
\label{eq:integral}
\end{equation}
The integrand describes sites that lose their first ligand at time $r$ and keep the second until $t$. For unequal rates the integral is elementary:
\begin{equation}
B=k_1e^{-k_2t}\,\frac{e^{(k_2-k_1)t}-1}{k_2-k_1}
=k_1\,\frac{e^{-k_1t}-e^{-k_2t}}{k_2-k_1}.
\label{eq:difference}
\end{equation}
For $k_1=k_2=k$ the integrand in \eqref{eq:integral} is the constant $e^{-kt}$, so
\begin{equation}
B=kt\,e^{-kt}.
\label{eq:equal}
\end{equation}

\section{One expression for both cases}

Define the slower rate, the spacing and its dimensionless form,
\begin{equation}
s=\min(k_1,k_2),\qquad d=|k_2-k_1|,\qquad x=dt .
\end{equation}
If $k_1<k_2$, then $k_1=s$ and $k_2=s+d$, and the fraction in \eqref{eq:difference} is
\begin{equation}
\frac{e^{-st}-e^{-(s+d)t}}{d}=e^{-st}\,\frac{1-e^{-x}}{d}.
\end{equation}
If $k_1>k_2$, the numerator and denominator both change sign, and the fraction is the same. Since $1/d=t/x$,
\begin{equation}
\boxed{B=k_1t\,e^{-st}g(x),\qquad
g(x)=\frac{1-e^{-x}}{x}=\frac{-\operatorname{expm1}(-x)}{x},\quad g(0)=1.}
\label{eq:stable}
\end{equation}
The prefactor is $k_1$, the rate that feeds $B$, whichever rate is slower. The library function $\operatorname{expm1}(y)=e^y-1$ does not first round $e^y$ to a number near one, so it keeps its relative accuracy for small $y$. The value $g(0)=1$ follows from
\begin{equation}
g(x)=1-\frac{x}{2}+\frac{x^2}{6}-\cdots ,
\label{eq:series}
\end{equation}
and with it \eqref{eq:stable} becomes \eqref{eq:equal} at equal rates. The algorithm is:
\begin{enumerate}
\item Compute $s=\min(k_1,k_2)$ and $x=|k_2-k_1|\,t$.
\item Set $q=1$ if $x=0$; otherwise set $q=-\operatorname{expm1}(-x)/x$.
\item Return $k_1t\exp(-st)\,q$.
\end{enumerate}
The test in step 2 is for a stored zero. It is not a tolerance on the difference of the rates.

The choice of the slower exponential matters at the other extreme. Factoring out the faster one leaves a growing factor $e^x-1$. For $k_1t=800$ and $k_2t=1$, double precision then multiplies $e^{-800}$, which underflows to zero, by $e^{799}-1$, which overflows to infinity. The product is not a number. Equation \eqref{eq:stable} gives $(800/799)e^{-1}=0.368340$.

\section{How the equal-rate limit is approached}

Let $m=(k_1+k_2)/2=s+d/2$. Then $e^{-st}=e^{-mt}e^{x/2}$, and
\begin{align}
B&=k_1t\,e^{-mt}\,\frac{e^{x/2}-e^{-x/2}}{x}
=k_1t\,e^{-mt}\,\frac{\sinh(x/2)}{x/2}\nonumber\\
&=k_1t\,e^{-mt}\left(1+\frac{x^2}{24}+\cdots\right).
\label{eq:mean}
\end{align}
With the mean rate in the exponent, the first correction is quadratic. At $x=0.01$ it is $10^{-4}/24=4.17\times10^{-6}$.

Using $k_1$ for both rates is less accurate. If $k_1$ is the slower rate, the ratio of $k_1te^{-k_1t}$ to $B$ is $1/g(x)=1+x/2+\cdots$. If $k_1$ is the faster rate, the ratio is $e^{-x}/g(x)=1-x/2+\cdots$. To leading order the relative error is $x/2$ in magnitude in both cases.

\section{Error analysis}

\subsection{The coverage is well conditioned at the crossing}

An algorithm cannot be blamed for errors that the data already impose, so we first find how $B$ responds to small relative changes in the rates. Let $\langle r\rangle$ be the average of $r$ over $0\le r\le t$ with the positive integrand of \eqref{eq:integral} as weight. Differentiating that equation gives
\begin{equation}
\frac{\partial\ln B}{\partial\ln k_1}=1-k_1\langle r\rangle,\qquad
\frac{\partial\ln B}{\partial\ln k_2}=-k_2\langle t-r\rangle .
\end{equation}
Both averages lie between $0$ and $t$, so neither sensitivity contains $1/(k_2-k_1)$. At equal rates they are $1-kt/2$ and $-kt/2$. For moderate $kt$, the large errors near the crossing therefore come from the method of evaluation.

\subsection{Error of the difference}

Let $u$ be the unit roundoff, $1.1\times10^{-16}$ in double and $6.0\times10^{-8}$ in single precision. Each elementary operation has relative error at most $u$. We assume that exp and expm1 are accurate to one unit in the last place, a relative error of at most $2u$, and that no intermediate result overflows or underflows. Not every library meets the first assumption: fast single-precision routines can err by about $3u$. That raises the constants in the bounds below by a few units and leaves their dependence on $x$ unchanged.

The product $k_it$ carries an absolute error of up to $k_it\,u$, which the exponential turns into a relative error of the same size. To first order, each computed exponential thus has relative error at most $(2+k_it)u$. When $x$ is small, both exponentials are close to $e^{-kt}$, but their difference is about $xe^{-kt}$. The two errors can add, so the relative error of the difference is bounded by approximately
\begin{equation}
\frac{2(2+kt)u\,e^{-kt}}{x\,e^{-kt}}=\frac{2(2+kt)u}{x}.
\label{eq:naiveerror}
\end{equation}
The subtraction does not create this error. It removes the common leading digits and leaves the earlier roundings exposed.

\subsection{Error of the quotient}

For $g$ we need its response to a relative error in $x$. From $\ln g=\ln(1-e^{-x})-\ln x$,
\begin{equation}
\frac{x\,g'(x)}{g(x)}=\frac{xe^{-x}}{1-e^{-x}}-1=\frac{x}{e^x-1}-1 .
\label{eq:condition}
\end{equation}
Because $e^x-1>x>0$, this lies between $-1$ and $0$. A relative error in $x$ is not amplified.

The first-order error count is as follows. Forming $d$ and then $x$ costs $2u$, which passes into $g$ as at most $2u$. The expm1 function adds $2u$ and the division $u$, so $g$ carries at most $5u$. The product $k_1t$ adds $u$. The factor $e^{-st}$ adds $2u$ from the function and $st\,u$ from its rounded argument. The last two multiplications add $2u$. Hence
\begin{equation}
\left|\frac{\widehat B-B}{B}\right|\lesssim(10+st)\,u ,
\label{eq:bound}
\end{equation}
where $\widehat B$ is the computed value. There is no $1/x$. The term $st\,u$ is the price of exponentiating a rounded number and matters late in the decay.

The bound was tested on 4000 random rate pairs in either order, with $st$ from $10^{-3}$ to 32 and nominal $x$ from $10^{-17}$ to $10^3$, against 50-digit arithmetic. The largest error was $16.5u$, and no error exceeded 0.54 of its bound. These two figures together imply that the $16.5u$ case had $st>20$.

\subsection{Measured errors and the cost of a switch}

The next table gives root-mean-square relative errors in double precision. Each row uses 300 random cases with $k_1t$ between 0.5 and 1.5 and $k_1<k_2$. The last column is the error of replacing $B$ by $k_1te^{-k_1t}$.

\begin{center}
\begin{tabular}{cccc}
\hline
$x$ & difference & quotient & equal-rate form\\
\hline
$10^{-2}$ & $9.5\times10^{-15}$ & $8.8\times10^{-17}$ & $5.0\times10^{-3}$\\
$10^{-4}$ & $8.5\times10^{-13}$ & $9.9\times10^{-17}$ & $5.0\times10^{-5}$\\
$10^{-6}$ & $1.0\times10^{-10}$ & $1.1\times10^{-16}$ & $5.0\times10^{-7}$\\
$10^{-8}$ & $1.0\times10^{-8}$ & $1.0\times10^{-16}$ & $5.0\times10^{-9}$\\
$10^{-10}$ & $8.9\times10^{-7}$ & $1.0\times10^{-16}$ & $5.0\times10^{-11}$\\
\hline
\end{tabular}
\end{center}

The difference error follows $x^{-1}$, with a fitted exponent of $-1.00$. At $x=10^{-8}$ and $kt=1$, \eqref{eq:naiveerror} allows $6.7\times10^{-8}$. The measured value is smaller, as a typical error should be compared with a bound.

One might keep the difference and switch to the equal-rate form below some threshold. Write the typical difference error as $\eta/x$; the data give $\eta\simeq9.4\times10^{-17}$. Equating it to the replacement error $x/2$ gives
\begin{equation}
x_{\rm sw}=\sqrt{2\eta}\simeq1.4\times10^{-8},\qquad
\frac{x_{\rm sw}}{2}\simeq7\times10^{-9}.
\end{equation}
Even at this best threshold, about half of the sixteen decimal digits are lost near the switch. Switching to the mean-rate form $k_1te^{-mt}$ is better: $\eta/x=x^2/24$ gives $x=(24\eta)^{1/3}\simeq1.3\times10^{-5}$ and an error near $7\times10^{-12}$. The quotient needs no such compromise.

\subsection{The same rounded spacing must appear twice}

Suppose that $x$ is formed as $k_2t-k_1t$ from two rounded products. Its absolute error $e$ can be of order $kt\,u$, so its relative error $e/x$ is large when $x$ is small. If this rounded value $\widehat x=x+e$ is used in both places, \eqref{eq:series} shows that
\begin{equation}
\frac{g(\widehat x)}{g(x)}-1\simeq-\frac e2 ,
\end{equation}
which is harmless. If $\widehat x$ stands in the numerator and a separately rounded, more accurate $x$ in the denominator, the result is
\begin{equation}
\frac{1-e^{-\widehat x}}{x}=g(\widehat x)\frac{\widehat x}{x}
\simeq g(x)\left(1+\frac ex\right).
\end{equation}
The cancellation error has returned although expm1 is used. At $x=10^{-10}$, in the cases of the table, the root-mean-square error is $1.1\times10^{-16}$ with the same $\widehat x$ and $6.1\times10^{-7}$ with mixed values.

\section{The maximum, and two independent ligands}

For unequal rates, setting the derivative of \eqref{eq:difference} to zero gives $k_1e^{-k_1t}=k_2e^{-k_2t}$. Taking logarithms,
\begin{equation}
t_*=\frac{\ln(k_2/k_1)}{k_2-k_1}
=\frac{\ln(1+d/s)}{d}=\frac{\operatorname{log1p}(d/s)}{d}.
\label{eq:peak}
\end{equation}
Exchanging the rates changes both signs in the first fraction, which is why the later forms hold for either order. As $d\to0$, $\ln(1+d/s)\simeq d/s$ and $t_*\to1/k$; the height tends to $e^{-1}$. The log1p function avoids rounding $1+d/s$ before taking its logarithm. A stored $d=0$ needs the separate value $1/s$.

Equal site rates do not mean that the ligands act independently. If each of two equivalent ligands is lost independently at rate $\kappa$, either may leave first, so $k_1=2\kappa$ and $k_2=\kappa$. Then $s=\kappa$, $x=\kappa t$, and
\begin{equation}
B=2\kappa t\,e^{-\kappa t}\frac{1-e^{-\kappa t}}{\kappa t}
=2p(1-p),\qquad p=e^{-\kappa t}.
\end{equation}
This is the binomial probability that one of two ligands survives. The condition $k_1=k_2$ instead says that the remaining ligand leaves twice as fast as each member of the original pair.

\section{A water pulse in alumina deposition}

In the deposition of alumina from trimethylaluminium and water, the water pulse replaces surface methyl groups by hydroxyl groups. We apply the model to sites that carry two methyl groups. The water flux onto the surface is $J=p_{\rm w}/\sqrt{2\pi m_{\rm w}k_{\rm B}T}$, with $p_{\rm w}$ the water pressure and $m_{\rm w}$ the molecular mass. If a collision with a surface fully in state $i$ reacts with probability $P_i$, and there are $N$ sites per area, the rate per site is
\begin{equation}
k_i=\frac{P_iJ}{N},\qquad
P_i=P_0\exp\left[-\frac{E_i}{k_{\rm B}}\left(\frac1T-\frac1{T_0}\right)\right].
\end{equation}
We take $p_{\rm w}=0.1$ Torr, $N=2.5$ nm$^{-2}$, $P_0=10^{-4}$, $T_0=473$ K, $E_1=0.10$ eV and $E_2=0.20$ eV. The rates then cross at $T_0$ by construction.

At 474 K the flux is $3.80\times10^5$ nm$^{-2}$\,s$^{-1}$, so $P_0J/N=15.2$ s$^{-1}$. The activation factors give $k_1=15.284$ and $k_2=15.364$ s$^{-1}$. For a 100 ms pulse, $st=k_1t=1.5284$ and $x=0.00793$. Therefore
\begin{equation}
B=1.5284\times0.21687\times0.99605=0.330 .
\end{equation}
The other fractions are $A=0.217$ and $C=0.453$. The intermediate density is $2.5\times0.330=0.83$ nm$^{-2}$. The maximum, 0.367, occurs at 65 ms, so the pulse ends during the decay of $B$. The fraction of ligands left is $A+B/2=0.38$; in this model it falls to 1\% after about 390 ms.

In single precision, the worst relative error of the difference over 20 times from 10 to 200 ms is $6\times10^{-5}$ at 474 K, which is unimportant here. It is $5\times10^{-2}$ at 473.001 K, and the result is undefined at 473 K. At the same 20 times, the quotient stays below $3\times10^{-7}$ at all five sweep temperatures from 453 to 493 K. These are maxima over the sampled times only. Between them the errors can be larger, for the difference at 473.001 K a few times larger. The exact figures depend on how the exponential routine rounds. These errors are relative to accurate evaluation with the same single-precision inputs.

\section{Physical errors exceed the rounding error of the quotient}

Some neglected effects multiply both rates by a common factor $f(t)$. With the clock $\tau=\int_0^t f(t')\,dt'$, division of the rate equations by $f$ restores \eqref{eq:rates} with $\tau$ in place of $t$. The formula therefore still holds at time $\tau$, and the peak height is unchanged if $\tau$ reaches $t_*$. For a pressure rise $f=1-e^{-t/\theta}$ with $\theta=20$ ms,
\begin{equation}
\tau=t-\theta(1-e^{-t/\theta})=80\ \text{ms at }t=100\ \text{ms},
\end{equation}
and $B$ rises by 8.6\% to 0.359. Water consumption in a well-stirred gas with the same residence time, and 1 cm of gas volume per coated area, changes $B$ by $+1.3\%$.

Next let the barrier grow in proportion to the fraction of ligands lost, reaching an assumed 0.02 eV when all are gone. If both steps share this shift, $B$ changes by $+6.6\%$. If the second step alone has it, the change is $+15.8\%$ and the peak rises to 0.397. No common clock describes that case, and \eqref{eq:stable} with constant rates fails.

A Gaussian spread of site barriers, shared by both steps at each site, with standard deviation 0.02 eV, lowers $B$ by 11.5\%. The sign can be derived from $h=qe^{-q}$ with $q=kt$: its second derivative with respect to $\ln q$ is $h[(1-q)^2-q]$, negative at $q=1.53$, so a small spread in $\ln k$ lowers the average. At the nominal 1\% time, this spread leaves 3.6\% of the ligands. A temperature 5 K higher changes $B$ by $-3.1\%$.

Set beside the real process, the temperature, pressure and site density are plausible in order of magnitude, while the reaction probability is a rough value, the two barriers are assumed apparent values and not measured or computed ones, and the crossing is a model choice. The 100 ms pulse is far from saturation for these parameters, whereas a deposition pulse is normally meant to saturate. A real surface also starts with a mixture of sites. If half of them began with one methyl group, linearity would give $B=0.5(0.330)+0.5e^{-k_2t}=0.273$, a change of $-17\%$. Reactions between neighbouring surface groups are outside the model and have not been sized. Taken one at a time, the effects sized above place $B$ between 0.27 and 0.38. The value 0.330 is thus accurate for the model, but for a reactor it is no more than a rough estimate. The stable quotient keeps arithmetic from adding a false feature at the crossing; it does not improve the rate constants. Further values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Unit roundoff, double: 1.110e-16; single: 5.960e-08
Worst stable error, random pairs: 16.51 u
Worst error / bound (10+s t)u: 0.539
RMS relative errors: x, difference, stable, equal-rate limit
  1e-02  9.45e-15  8.78e-17  5.01e-03
  1e-04  8.53e-13  9.90e-17  5.00e-05
  1e-06  9.96e-11  1.06e-16  5.00e-07
  1e-08  1.03e-08  1.04e-16  5.00e-09
  1e-10  8.87e-07  1.02e-16  5.00e-11
Log-log slope of difference error: -1.001
Best switch x: 1.37e-08; error there: 6.85e-09
At x=1e-10, same x: 1.06e-16; mixed x: 6.09e-07
Mean-rate correction at x=0.01: 4.167e-06
k1 t=800, k2 t=1: fast pivot nan, stable 0.368340
Water pressure: 0.1 Torr; pulse: 100 ms
Site density: 2.5 nm^-2
Reaction probability at crossing: 1.0e-04
Barriers: 0.10, 0.20 eV
Crossing: 473 K; process: 474 K
Water flux at process: 3.8014e+05 nm^-2 s^-1
k1: 15.28440 s^-1; k2: 15.36372 s^-1
k2-k1: 0.07932 s^-1; x: 0.007932
s t: 1.52844; exp(-s t): 0.216874
g(x): 0.996045
After pulse A: 0.21687; B: 0.33017; C: 0.45296
Intermediate density: 0.8254 nm^-2
Peak time: 65.257 ms; peak B: 0.36693
Time to 1% ligands left: 391.1 ms
Sweep: T/K, k1/s^-1, k2/s^-1, B(pulse)
  453.000  13.95722  12.52442  0.37165
  473.000  15.22156  15.22156  0.33220
  473.001  15.22162  15.22170  0.33219
  474.000  15.28440  15.36372  0.33017
  493.000  16.46991  18.19349  0.29142
Worst single-precision relative error: T/K, difference, stable
  453.000  6.85e-06  1.86e-07
  473.000  nan  9.92e-08
  473.001  5.22e-02  1.77e-07
  474.000  6.22e-05  2.72e-07
  493.000  3.27e-06  1.49e-07
Assumed gas residence time: 20 ms
Gas volume per coated area: 1 cm
Water column: 20.37 nm^-2
Assumed full barrier shift: 0.02 eV
Assumed barrier spread (std dev): 0.02 eV
Neglected effect: B(pulse), change in %, peak B
  pressure rise: 0.3587, +8.6, 0.3669
  water depletion: 0.3345, +1.3, 0.3669
  shared barrier shift: 0.3518, +6.6, 0.3669
  second-step barrier shift: 0.3823, +15.8, 0.3970
Barrier spread: B 0.2921, -11.5 %
Ligands left at nominal 1% time, with spread: 3.56 %
5 K hotter: B 0.3200, -3.1 %
\end{verbatim}
